# Coalescence density, p⁴ and orbit-orbit expectation values in Hooke's atom

## Question

I am working through relativistic corrections for two electrons in a harmonic trap with $k=1/4$. In Hartree atomic units

$$H=\frac{p_1^2+p_2^2}{2}+\frac{k}{2}(r_1^2+r_2^2)+\frac1{r_{12}},$$

and the ground state is supposed to be known exactly:

$$\psi=C\left(1+\tfrac12 r_{12}\right)e^{-(r_1^2+r_2^2)/4},\qquad E=2 .$$

I want closed forms for $\langle\delta^3(\mathbf r_{12})\rangle$, for $\langle p_1^4+p_2^4\rangle$ (mass-velocity term) and for the orbit-orbit term. Two things stop me.

First, for the relative motion I get two values of $\langle p^4\rangle$. Integrating $(\nabla^2\varphi)^2$ gives 0.1725, but integrating $\varphi\,\nabla^4\varphi$ gives 0.2318. The function decays like a Gaussian, so I expected integration by parts to be harmless.

Second, the orbit-orbit operator contains momenta and $1/r_{12}$, and I don't know whether their order matters. Can all three be done by hand?

## Answer

Yes. Everything reduces to integrals of powers times a Gaussian. Your two values of $\langle p^4\rangle$ differ by a surface term at $r_{12}=0$, not at infinity, and the first value is the right one.

### Separating the motion

Put $\mathbf r=\mathbf r_1-\mathbf r_2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$. The conjugate momenta are $\mathbf p=(\mathbf p_1-\mathbf p_2)/2$ and $\mathbf P=\mathbf p_1+\mathbf p_2$, so

$$\mathbf p_1=\tfrac12\mathbf P+\mathbf p,\qquad \mathbf p_2=\tfrac12\mathbf P-\mathbf p .$$

With $r_1^2+r_2^2=2R^2+r^2/2$ the Hamiltonian becomes

$$H=\left[\frac{P^2}{4}+\frac{R^2}{4}\right]+\left[p^2+\frac{r^2}{16}+\frac1r\right].$$

The wave function factorizes as $\chi(R)\varphi(r)$, with

$$\chi\propto e^{-R^2/2},\qquad \varphi=N\left(1+\tfrac r2\right)e^{-r^2/8}.$$

For the centre, $\nabla^2\chi=(R^2-3)\chi$, which gives the energy $3/4$. For the relative part, differentiation gives

$$\varphi'=N\left(\tfrac12-\tfrac r4-\tfrac{r^2}8\right)e^{-r^2/8},$$

$$\varphi''=N\left(-\tfrac14-\tfrac{3r}8+\tfrac{r^2}{16}+\tfrac{r^3}{32}\right)e^{-r^2/8}.$$

Adding $2\varphi'/r$ to $\varphi''$,

$$\nabla^2\varphi=N\left(\tfrac1r-\tfrac34-\tfrac{5r}8+\tfrac{r^2}{16}+\tfrac{r^3}{32}\right)e^{-r^2/8}. \tag{1}$$

On the other side,

$$\left(\tfrac54-\tfrac{r^2}{16}-\tfrac1r\right)\left(1+\tfrac r2\right)=-\tfrac1r+\tfrac34+\tfrac{5r}8-\tfrac{r^2}{16}-\tfrac{r^3}{32},$$

which is minus the bracket in (1). Hence $p^2\varphi=(\tfrac54-\tfrac{r^2}{16}-\tfrac1r)\varphi$: the relative energy is $5/4$ and the total is $2$. Both factors are positive everywhere, so this is the ground state. It is symmetric under exchange of the electrons, hence a spin singlet.

### Integrals and the coalescence density

All radial integrals have the form

$$I_n=\int_0^\infty r^n e^{-r^2/4}dr=2^n\,\Gamma\!\left(\tfrac{n+1}2\right).$$

With $s=\sqrt\pi$, the ones needed are

$$I_0=s,\quad I_1=2,\quad I_2=2s,\quad I_3=8,\quad I_4=12s,$$

$$I_5=64,\quad I_6=120s,\quad I_7=768,\quad I_8=1680s .$$

Normalization requires

$$1=4\pi N^2\left(I_2+I_3+\tfrac14I_4\right)=4\pi N^2D,\qquad D=8+5s=16.8623 .$$

The change of variables has unit Jacobian and $\chi$ is normalized, so the coalescence density is $\varphi(0)^2=N^2$:

$$\boxed{\langle\delta^3(\mathbf r_{12})\rangle=\frac1{4\pi(8+5\sqrt\pi)}=0.004719\ \text{bohr}^{-3}}$$

A useful comparison is the same trap with the repulsion switched off. Its ground state is the product $\psi_0\propto e^{-(r_1^2+r_2^2)/4}$, which is $\psi$ without the factor $1+r_{12}/2$. Its norm condition is $4\pi N_0^2I_2=1$, giving $N_0^2=1/(8\pi^{3/2})=0.02245$. The repulsion lowers the coalescence density to $I_2/D=21\%$ of this value. The factor $1+r_{12}/2$ equals one at contact. It lowers the contact density by putting more weight at finite separation, which reduces the normalization constant.

### The value of p⁴

The operators $A=P^2/4+p^2$ and $B=\mathbf P\cdot\mathbf p$ commute, and $p_1^2=A+B$, $p_2^2=A-B$. Therefore

$$p_1^4+p_2^4=2(A^2+B^2).$$

The centre and relative factors are independent and spherical, so $\langle P_iP_j\rangle=\delta_{ij}\langle P^2\rangle/3$ and

$$\langle B^2\rangle=\langle P_iP_j\rangle\langle p_ip_j\rangle=\tfrac13\langle P^2\rangle\langle p^2\rangle .$$

The momentum density of $\chi$ is proportional to $e^{-P^2}$, with variance $1/2$ per component. Thus $\langle P^2\rangle=3/2$ and

$$\langle P^4\rangle=3\cdot\tfrac34+6\cdot\tfrac14=\tfrac{15}4 .$$

Inserting these,

$$\langle p_1^4+p_2^4\rangle=2\left[\tfrac{15}{64}+\tfrac34\langle p^2\rangle+\langle p^4\rangle+\tfrac12\langle p^2\rangle\right]
=\tfrac{15}{32}+\tfrac52\langle p^2\rangle+2\langle p^4\rangle. \tag{2}$$

For $\langle p^2\rangle=\int\varphi'^2d^3r$, the square of the polynomial in $\varphi'$ is

$$\tfrac14-\tfrac r4-\tfrac{r^2}{16}+\tfrac{r^3}{16}+\tfrac{r^4}{64}. \tag{3}$$

Multiplying by $r^2$ and integrating,

$$\langle p^2\rangle=\frac1D\left[\tfrac s2-2-\tfrac{3s}4+4+\tfrac{15s}8\right]=\frac{16+13s}{8D}=0.28942 .$$

For $\langle p^4\rangle=\int(\nabla^2\varphi)^2d^3r$, multiply the bracket in (1) by $r$ and square:

$$1-\tfrac{3r}2-\tfrac{11r^2}{16}+\tfrac{17r^3}{16}+\tfrac{23r^4}{64}-\tfrac{r^5}8-\tfrac{9r^6}{256}+\tfrac{r^7}{256}+\tfrac{r^8}{1024}.$$

The factor $r^2$ of the volume element is now used up. The odd powers contribute

$$-3+\tfrac{17}2-8+3=\tfrac12,$$

and the even powers contribute

$$s\left(1-\tfrac{11}8+\tfrac{69}{16}-\tfrac{135}{32}+\tfrac{105}{64}\right)=\tfrac{87}{64}s .$$

So

$$\langle p^4\rangle=\frac{32+87s}{64D}=0.17254 .$$

Over the common denominator $32D$, the numerator of (2) is

$$15(8+5s)+10(16+13s)+(32+87s)=312+292s,$$

and therefore

$$\boxed{\langle p_1^4+p_2^4\rangle=\frac{78+73\sqrt\pi}{8(8+5\sqrt\pi)}=1.5374}$$

In numbers, (2) reads $0.468750+0.723544+0.345082=1.537376$. In the non-interacting trap each electron has momentum density proportional to $e^{-2p^2}$, with variance $1/4$ per component. Then $\langle p_i^4\rangle=15/16$ and the sum is $15/8=1.875$. The repulsion lowers it by 18% relative to that value.

### Why your second integral differs

Let $F=\nabla^2\varphi$. From (1), $F\simeq\varphi(0)/r$ near the origin. This singularity is needed to cancel the Coulomb repulsion in the Schrödinger equation. Apply Green's identity outside a small sphere of radius $\rho$. The outward normal of that region points towards the origin, so

$$\int_{r>\rho}\varphi\nabla^2F\,d^3r=\int_{r>\rho}F^2d^3r-4\pi\rho^2\left[\varphi F'-F\varphi'\right]_{r=\rho}.$$

Since $F'\simeq-\varphi(0)/\rho^2$, the first surface term tends to $+4\pi\varphi(0)^2$. The second is of order $\rho$ and vanishes. Hence

$$\int_{r>0}\varphi\nabla^4\varphi\,d^3r=\langle p^4\rangle+4\pi\varphi(0)^2=\langle p^4\rangle+\frac1D .$$

Numerically, $0.17254+0.05930=0.23184$, which is your second value up to rounding. As a distribution, $\nabla^4\varphi$ also contains $-4\pi\varphi(0)\delta^3(\mathbf r)$. An integral over $r>0$ misses it, and restoring it removes the difference. The error is 34% of the relative $\langle p^4\rangle$. In the two-electron sum it is $2/D=0.1186$, or 7.7% of the correct value.

The norm is the correct definition because $p^2\varphi$ is square integrable: $F^2$ grows as $1/r^2$, which the volume element compensates. Parseval's theorem then gives

$$\int|p^2\varphi|^2d^3r=\int k^4|\tilde\varphi(k)|^2\frac{d^3k}{(2\pi)^3},$$

the average of $k^4$ over the momentum distribution.

The cusp also sets the high-momentum tail. The transform of $1/r$ is $4\pi/k^2$, so $-k^2\tilde\varphi\simeq4\pi\varphi(0)/k^2$ and $\tilde\varphi\simeq-4\pi\varphi(0)/k^4$. Momenta above a cutoff $K$ contribute, to leading order,

$$\int_K^\infty k^4\,\frac{16\pi^2\varphi(0)^2}{k^8}\,\frac{4\pi k^2dk}{(2\pi)^3}=\frac{8\varphi(0)^2}{K}.$$

With $\tilde\varphi$ computed by Gauss-Legendre quadrature, the part below $K=40$ is 0.171596. The tail formula adds 0.000944, giving 0.172540 against the closed form 0.172541. The slow $1/K$ decay shows how strongly $p^4$ weights short distances. The same tail makes $\langle p^6\rangle$ diverge linearly with $K$.

### The orbit-orbit term

With $\mathbf n=\mathbf r/r$, the operator is

$$H_{oo}=-\frac{\alpha^2}{2}\,p_{1i}G_{ij}p_{2j},\qquad G_{ij}=\frac{\delta_{ij}+n_in_j}{r},$$

where repeated indices are summed. Whether the order matters depends on the divergence of $G$:

$$\partial_i\frac{\delta_{ij}}r=-\frac{r_j}{r^3},\qquad
\partial_i\frac{r_ir_j}{r^3}=\frac{3r_j+r_j}{r^3}-\frac{3r_j}{r^3}=\frac{r_j}{r^3}.$$

The sum is zero. There is no delta function at the origin either, because the flux of a $1/r$ field through a sphere of radius $\rho$ vanishes as $\rho\to0$. So $p_{1i}$ may stand on either side of $G_{ij}$, and by the same argument so may $p_{2j}$.

Write $W=\langle p_{1i}G_{ij}p_{2j}\rangle$ and insert the separated momenta:

$$p_{1i}G_{ij}p_{2j}=\tfrac14P_iG_{ij}P_j-p_iG_{ij}p_j-\tfrac12P_iG_{ij}p_j+\tfrac12p_iG_{ij}P_j .$$

The last two terms are linear in $\mathbf P$, which commutes with $G$, and vanish because $\langle\mathbf P\rangle=0$. In the first term $\langle P_iP_j\rangle=\delta_{ij}/2$ and $G_{ii}=4/r$, so it gives $\tfrac12\langle1/r\rangle$. In the second, let $p_i$ act to the left. The factors $+i$ and $-i$ multiply to one, and $\partial_i\varphi=n_i\varphi'$:

$$\langle p_iG_{ij}p_j\rangle=\int\varphi'^2\,n_iG_{ij}n_j\,d^3r=2\int\frac{\varphi'^2}r\,d^3r .$$

The two integrals are, using (3) for the second,

$$\left\langle\frac1r\right\rangle=\frac{I_1+I_2+I_3/4}D=\frac{4+2s}D=0.44744,$$

$$\int\frac{\varphi'^2}r\,d^3r=\frac1D\left[\tfrac12-\tfrac s2-\tfrac12+\tfrac{3s}4+1\right]=\frac{1+s/4}D=0.08558 .$$

Hence $W=[(2+s)-(2+s/2)]/D$, that is

$$\boxed{W=\frac{\sqrt\pi}{2(8+5\sqrt\pi)}=0.05256}$$

The two parts of $G$ are not divergence-free separately, so only their sum is independent of the order. With $G$ standing between the momenta, the two parts have opposite signs. In the $\delta_{ij}$ part the trace is $3/r$ and $n_i\delta_{ij}n_j=1$, so it gives

$$\tfrac38\left\langle\tfrac1r\right\rangle-\int\frac{\varphi'^2}r\,d^3r=\frac{1+s}{2D}=0.08221 .$$

In the $n_in_j$ part the trace is $1/r$, which gives

$$\tfrac18\left\langle\tfrac1r\right\rangle-\int\frac{\varphi'^2}r\,d^3r=-\frac1{2D}=-0.02965 .$$

This split changes with the order. With both momenta to the right, the relative integral in the $\delta_{ij}$ part becomes

$$\int\frac\varphi r\,(-\nabla^2\varphi)\,d^3r=\int\frac{\varphi'^2}r\,d^3r-4\pi\int_0^\infty\varphi\varphi'\,dr=\int\frac{\varphi'^2}r\,d^3r+2\pi\varphi(0)^2,$$

where the surface term at the origin vanishes and $2\pi\varphi(0)^2=1/(2D)$. The $\delta_{ij}$ part is then $(1+s)/(2D)-1/(2D)=s/(2D)$, which for this state is all of $W$, and the $n_in_j$ part is zero. The separate parts therefore have no meaning unless the order is stated; only their sum does.

### What correlation does here

For the non-interacting product, $\varphi_0'=-r\varphi_0/4$, and the same formula gives

$$W_0=\frac1{I_2}\left[\frac{I_1}2-\frac{2I_3}{16}\right]=\frac{1-1}{I_2}=0 .$$

This holds for any real product $a(\mathbf r_1)b(\mathbf r_2)$ that decays at infinity. Then

$$W_0=\int\!\!\int\tfrac12(\partial_{1i}a^2)\,G_{ij}\,\tfrac12(\partial_{2j}b^2)\,d^3r_1d^3r_2,$$

and moving $\partial_{1i}$ onto $G_{ij}$ gives zero. The orbit-orbit energy of this singlet is thus absent from a Hartree product of real orbitals. It comes from the factor $1+r_{12}/2$.

The momenta show the same effect. The average $\langle\mathbf p_1\cdot\mathbf p_2\rangle=\langle P^2\rangle/4-\langle p^2\rangle=0.375-0.2894=0.0856$ is positive, whereas it is zero for the product. The repulsion softens the relative motion and leaves the centre motion unchanged, so the electrons move in parallel somewhat more than in opposition. Parallel currents attract magnetically, which fits the negative sign of $\langle H_{oo}\rangle$ for this state. This is a picture rather than a rule, since $W$ weights the momenta with $1/r$ and with direction. With the same centre factor, the nodeless trial function $(1-r/4+0.06r^2)e^{-r^2/8}$ has $\langle\mathbf p_1\cdot\mathbf p_2\rangle=+0.038$ but $W=-0.007$.

In a much tighter trap, with frequency $\omega=\sqrt k\gg1$, lengths scale as $\omega^{-1/2}$. The repulsion then grows as $\omega^{1/2}$ and the level spacing as $\omega$, so the state approaches the product form. To leading order $\langle p_1^4+p_2^4\rangle\to15\omega^2/2$, since each momentum component has variance $\omega/2$. The corresponding leading term of $W$, of order $\omega^{3/2}$, vanishes. The boxed results themselves hold for $k=1/4$, because the polynomial $1+r/2$ solves the relative equation at that strength.

### Size of the energies

With $\alpha=0.00729735$, first-order perturbation theory gives

$$E_{mv}=-\frac{\alpha^2}8(1.53738)=-10.233\ \mu E_h\quad(-2.246\ \text{cm}^{-1}),$$

$$E_{oo}=-\frac{\alpha^2}2(0.052557)=-1.399\ \mu E_h\quad(-0.307\ \text{cm}^{-1}).$$

The orbit-orbit energy is about 14% of the mass-velocity energy. These two terms are not the whole relativistic shift. If the trap acts as an electrostatic potential, its Darwin term alone is $2\cdot\frac{\alpha^2}{8}\cdot3k=\frac{3\alpha^2}{16}=+9.98\ \mu E_h$, which cancels most of $E_{mv}$. The Darwin terms and the spin-spin contact term are left out; the two-electron contact terms are proportional to the coalescence density found above. The trap is also treated as fixed, with no recoil of its source. The expansion requires $\alpha^2\langle p_i^2\rangle\ll1$, which is well satisfied here but would fail in a sufficiently tight trap.
